# Tutorial sheet: the zone-averaged quantum metric as a two-band insulator closes

## Problem

Hartree atomic units are used. Electrons are spinless and independent; results are per filled band, that is, per spin direction. Each cell holds two point-like orbitals $\nu=A,B$ at $\mathbf R+\boldsymbol\tau_\nu$, and the position operator is diagonal in them. The Bloch basis carries the true positions, $\lvert\mathbf k\nu\rangle=N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_\nu)}\lvert\mathbf R\nu\rangle$, with $N$ cells. The Bloch Hamiltonian is

$$H(\mathbf k)=\begin{pmatrix} m & h\\ h^* & -m\end{pmatrix}=\mathbf d\cdot\boldsymbol\sigma,\qquad \mathbf d=(\operatorname{Re}h,\,-\operatorname{Im}h,\,m),$$

with site energies $\pm m$, $m>0$, and bands $\pm E$, $E=\lvert\mathbf d\rvert$. The lower band is filled and $P(\mathbf k)$ is its projector. The quantum metric is $g_{ab}=\tfrac12\operatorname{Tr}(\partial_aP\,\partial_bP)$ with $\partial_a=\partial/\partial k_a$, and $\langle\cdot\rangle$ is the average over the Brillouin zone.

(a) Express $g_{ab}$ through $\mathbf d$, and find the real-space meaning of $\langle\operatorname{tr}g\rangle$.

(b) Ionic chain: cell length $a$, sites at $0$ and $a/2$, hopping $-t$ on every bond. Find $\langle g\rangle$ exactly and its behaviour for small gap $E_g$.

(c) Gapped graphene: honeycomb lattice, bond length $b$, hopping $-t$ between nearest neighbours. Find the leading small-gap behaviour of $\langle\operatorname{tr}g\rangle$ from the band-touching points alone.

(d) Find $\langle\operatorname{tr}g\rangle$ of (c) exactly, and the constant that (c) leaves open.

(e) Evaluate both models for $t=0.1$ hartree, $b=2.5$ bohr, $a=5$ bohr and $E_g=0.2,\ 0.02,\ 0.002,\ 0.0002$ hartree.

## Hints

1. Write $P$ with the unit vector $\mathbf n=\mathbf d/E$. For the real-space form, Fourier transform $P$ and use Parseval's theorem.
2. The average of $1/(\alpha\sin^2\phi+\beta\cos^2\phi)$ is elementary, and a derivative with respect to $\alpha$ produces a squared denominator.
3. Describe $\mathbf n$ by a polar angle and an azimuth, and follow the two contributions separately at large distance from the touching point.
4. All three bond vectors have the same length, so $h$ is an eigenfunction of $\nabla_{\mathbf k}^2$. One integration by parts removes all gradients.
5. The remaining average needs one elementary integral and one elliptic integral. The map $w=u/(4-u)$ sends two of the four branch points to $0$ and $\infty$.

## Solution

### (a) The metric and its meaning

Since $(\mathbf n\cdot\boldsymbol\sigma)^2=1$, the projector on the eigenvalue $-E$ is $P=\tfrac12(1-\mathbf n\cdot\boldsymbol\sigma)$. Then $\partial_aP=-\tfrac12\partial_a\mathbf n\cdot\boldsymbol\sigma$, and $\operatorname{Tr}\sigma_i\sigma_j=2\delta_{ij}$ gives $g_{ab}=\tfrac12\cdot\tfrac14\cdot2\,\partial_a\mathbf n\cdot\partial_b\mathbf n=\tfrac14\partial_a\mathbf n\cdot\partial_b\mathbf n$. With $\partial_aE=\mathbf d\cdot\partial_a\mathbf d/E$ one has $\partial_a\mathbf n=\partial_a\mathbf d/E-\mathbf d\,(\mathbf d\cdot\partial_a\mathbf d)/E^3$. In the product the two cross terms each give $-(\mathbf d\cdot\partial_a\mathbf d)(\mathbf d\cdot\partial_b\mathbf d)/E^4$ and the last term gives the same quantity with a plus sign, so

$$g_{ab}=\frac14\left[\frac{\partial_a\mathbf d\cdot\partial_b\mathbf d}{E^2}-\frac{(\mathbf d\cdot\partial_a\mathbf d)(\mathbf d\cdot\partial_b\mathbf d)}{E^4}\right].\tag{1}$$

For $\mathbf n=(\sin\theta\cos\chi,\sin\theta\sin\chi,\cos\theta)$ the line element of the unit sphere gives the equivalent form

$$\operatorname{tr}g=\tfrac14\left(\lvert\nabla\theta\rvert^2+\sin^2\theta\,\lvert\nabla\chi\rvert^2\right),\qquad\tan\theta=\lvert h\rvert/m .\tag{2}$$

A shift of $\mathbf k$ by a reciprocal vector $\mathbf G$ multiplies the basis states by $e^{i\mathbf G\cdot\boldsymbol\tau_\nu}$, a unitary matrix independent of $\mathbf k$. It cancels in the trace, so $g$ is periodic even where $h$ is not.

In real space, $P_{ij}=N^{-1}\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)}P_{\nu\nu'}(\mathbf k)$ for site $i$ of type $\nu$ and site $j$ of type $\nu'$. Inverting, $P_{\nu\nu'}(\mathbf k)=\sum_{j\in\nu'}P_{ij}e^{-i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)}$ at fixed $i$. The derivative $\partial_a$ brings down $-i(\mathbf r_i-\mathbf r_j)_a$. Different $j$ of one type differ by lattice vectors, so their exponentials are orthogonal over the zone. Because $\partial_aP$ is Hermitian, $\operatorname{Tr}(\partial_aP)^2=\sum_{\nu\nu'}\lvert\partial_aP_{\nu\nu'}\rvert^2$, and

$$\langle\operatorname{tr}g\rangle=\frac12\sum_{i\in\text{cell}}\sum_j\lvert P_{ij}\rvert^2\lvert\mathbf r_i-\mathbf r_j\rvert^2 .$$

Sum over all cells and expand the square for one coordinate $x$. With $\sum_j\lvert P_{ij}\rvert^2=(P^2)_{ii}=P_{ii}$, the terms $x_i^2$ and $x_j^2$ give $\operatorname{Tr}(Px^2)$ and the cross term gives $-\operatorname{Tr}(PxPx)$. Hence $\langle\operatorname{tr}g\rangle=N^{-1}\operatorname{Tr}[P\,\mathbf r\cdot(1-P)\,\mathbf r]$. Writing $P=\sum_{\mathbf R}\lvert w_{\mathbf R}\rangle\langle w_{\mathbf R}\rvert$ with any Wannier functions of the band, this is

$$\langle\operatorname{tr}g\rangle=\langle w_0\vert r^2\vert w_0\rangle-\lvert\langle w_0\vert\mathbf r\vert w_0\rangle\rvert^2-\sum_{\mathbf R\ne0}\lvert\langle w_{\mathbf R}\vert\mathbf r\vert w_0\rangle\rvert^2 .$$

It is the gauge-invariant part of the Wannier spread, and a lower bound on the spread of every Wannier function of the band. In one dimension the eigenfunctions of $PxP$ can serve as Wannier functions, the last sum vanishes, and the bound is reached. In two dimensions $PxP$ and $PyP$ need not commute, and it remains a bound.

### (b) The ionic chain

An $A$ site has $B$ neighbours at $\pm a/2$, so $h=-t(e^{ika/2}+e^{-ika/2})=-2t\cos\phi$ with $\phi=ka/2$, which runs over an interval of length $\pi$. The smallest $E$ is $m$, at $k=\pi/a$, so $E_g=2m$. Here $\mathbf d=(h,0,m)$ and $h'=ta\sin\phi$. Equation (1) gives $g=\tfrac14h'^2(E^2-h^2)/E^4=\tfrac14h'^2m^2/E^4$, that is

$$g=\frac{a^2t^2m^2}{4}\,\frac{\sin^2\phi}{(m^2+4t^2\cos^2\phi)^2}.$$

For $\alpha,\beta>0$ the substitution $z=\tan\phi$, $d\phi=dz/(1+z^2)$, gives

$$\left\langle\frac1{\alpha\sin^2\phi+\beta\cos^2\phi}\right\rangle=\frac1\pi\int_{-\infty}^\infty\frac{dz}{\alpha z^2+\beta}=\frac1{\sqrt{\alpha\beta}}.\tag{3}$$

Applying $-\partial/\partial\alpha$ yields $\langle\sin^2\phi/(\alpha\sin^2\phi+\beta\cos^2\phi)^2\rangle=\tfrac12\alpha^{-3/2}\beta^{-1/2}$. The denominator of $g$ has this form with $\alpha=m^2$ and $\beta=m^2+4t^2$, because $m^2=m^2\sin^2\phi+m^2\cos^2\phi$. Therefore

$$\langle g\rangle=\frac{a^2t^2}{8m\sqrt{m^2+4t^2}}=\frac{av}{8E_g}\left(1+\frac{m^2}{4t^2}\right)^{-1/2},\qquad v=ta.\tag{4}$$

The second form follows from $\sqrt{m^2+4t^2}=2t\sqrt{1+m^2/4t^2}$ and $16m=8E_g$. The average diverges as $1/E_g$, and the correction relative to $av/8E_g$ is $-m^2/8t^2$ at leading order.

The divergence comes from the touching point alone. With $k=\pi/a+q$, $h\simeq vq$ and $g\simeq v^2m^2/[4(m^2+v^2q^2)^2]$. Setting $vq=mz$ and using $\int_{-\infty}^\infty dz/(1+z^2)^2=\pi/2$ gives $\int g\,dq=\pi v/8m$, and division by the zone length $2\pi/a$ returns $av/16m$. The vector $\mathbf n$ turns through a finite angle in a range $m/v$, so $g$ has height of order $(v/m)^2$ and width $m/v$.

For $m\gg t$, (4) tends to $a^2t^2/8m^2$. First-order perturbation theory agrees: the orbital on $B$ acquires amplitude $t/2m$ on two neighbours at distance $a/2$, with spread $2(t/2m)^2(a/2)^2$.

### (c) Gapped graphene near the Dirac points

The bonds from $A$ are $\boldsymbol\delta_1=b(1,0)$ and $\boldsymbol\delta_{2,3}=b(-\tfrac12,\pm\tfrac{\sqrt3}2)$, and $h=f=-t\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}$. The lattice vectors $\mathbf a_1=\boldsymbol\delta_1-\boldsymbol\delta_2$, $\mathbf a_2=\boldsymbol\delta_1-\boldsymbol\delta_3$ span the area $A_c=3\sqrt3b^2/2$. Put $x=3k_xb/2$, $y=\sqrt3k_yb/2$, so that $\mathbf k\cdot\mathbf a_{1,2}=x\mp y$ and $\mathbf k\cdot(\mathbf a_2-\mathbf a_1)=2y$. Then

$$s\equiv\lvert f\rvert^2=t^2[3+2\cos(x-y)+2\cos(x+y)+2\cos2y]=t^2[1+4\cos x\cos y+4\cos^2y].\tag{5}$$

Shifts of $x$ or $y$ by $2\pi$ are reciprocal vectors, and the square $[0,2\pi)^2$ has area $(2\pi)^2/(3\sqrt3b^2/4)$ in $\mathbf k$, which is two zones. Zone averages of functions of $s$ are thus uniform averages over $x$ and $y$. Writing $s/t^2=(2\cos y+\cos x)^2+\sin^2x$ shows four zeros in the square, at $x=0,\pi$ with $\cos y=\mp\tfrac12$, hence two per zone. Again $E_g=2m$.

One zero is $\mathbf K=(0,4\pi/3\sqrt3b)$, where the phases $e^{i\mathbf K\cdot\boldsymbol\delta_j}$ are $1,\omega,\omega^*$ with $\omega=e^{2\pi i/3}$. To first order in $\mathbf q=\mathbf k-\mathbf K$, using $\omega+\omega^*=-1$ and $\omega-\omega^*=i\sqrt3$,

$$f\simeq-itb\left[q_x-\tfrac12q_x(\omega+\omega^*)+\tfrac{\sqrt3}2q_y(\omega-\omega^*)\right]=-iv(q_x+iq_y),\qquad v=\tfrac32tb .$$

The other zero, at $-\mathbf K$, has the same metric because $f(-\mathbf k)=f(\mathbf k)^*$ only reverses $\chi$. In (2), $\tan\theta=vq/m$ gives $d\theta/dq=vm/E^2$. The azimuth follows the direction of $\mathbf q$, so $\lvert\nabla\chi\rvert=1/q$, and $\sin\theta=vq/E$. Thus

$$g_{\rm radial}=\frac{v^2m^2}{4E^4},\qquad g_{\rm tangential}=\frac{v^2}{4E^2},\qquad E^2=m^2+v^2q^2 .$$

Integrate over a disc of radius $\Lambda\ll1/b$ with $\xi=v^2q^2$, $d^2q=\pi\,d\xi/v^2$, $X=v^2\Lambda^2$:

$$\int g_{\rm radial}\,d^2q=\frac\pi4\,\frac{X}{m^2+X},\qquad\int g_{\rm tangential}\,d^2q=\frac\pi4\ln\left(1+\frac X{m^2}\right).$$

Multiply by two valleys and divide by the zone area $4\pi^2/A_c$. For $m\to0$ the radial part tends to $A_c/8\pi$ and the tangential part to $(A_c/4\pi)\ln(v\Lambda/m)$. Outside the discs $E\ge\lvert f\rvert>0$, so that region stays finite, and

$$\langle\operatorname{tr}g\rangle=\frac{A_c}{4\pi}\ln\frac{t}{m}+\text{const}.$$

The term that diverges in the chain is finite here, because height $(v/m)^2$ times area $(m/v)^2$ is a pure number. On the lattice this polar-angle term is $m^2\lvert\nabla s\rvert^2/(16sE^4)$, from $\nabla\theta=m\nabla\lvert f\rvert/E^2$ and $\nabla\lvert f\rvert=\nabla s/2\sqrt s$. Its midpoint sum on a $1200\times1200$ zone grid is $0.10334\,b^2$ at $m/t=0.04$ and $0.10336\,b^2$ at $0.02$, while $A_c/8\pi=0.10337\,b^2$. The logarithm comes from the winding of the azimuth, whose tail $1/4q^2$ survives at $m=0$ and gives the same share, $A_c\ln10/4\pi$, from every decade of $q$ that lies well inside $m/v\ll q\ll1/b$. The velocity drops out of the coefficient.

### (d) The exact average

In (1), $\sum_a\lvert\partial_a\mathbf d\rvert^2=\lvert\nabla f\rvert^2$ and $\mathbf d\cdot\partial_a\mathbf d=\tfrac12\partial_as$, so

$$\operatorname{tr}g=\frac{\lvert\nabla f\rvert^2}{4E^2}-\frac{\lvert\nabla s\rvert^2}{16E^4},\qquad E^2=s+m^2 .$$

Three identities remove the gradients. First, $\lvert\boldsymbol\delta_j\rvert=b$ gives $\nabla^2f=-b^2f$, so $\nabla^2s=f^*\nabla^2f+f\nabla^2f^*+2\lvert\nabla f\rvert^2$ yields $\lvert\nabla f\rvert^2=b^2s+\tfrac12\nabla^2s$. Second, each cosine in (5) involves a lattice vector of squared length $3b^2$, so $\nabla^2s=-3b^2(s-3t^2)$. Third, the divergence of the periodic field $\nabla s/E^2$ averages to zero, and $\nabla E^2=\nabla s$, so $\langle\lvert\nabla s\rvert^2/E^4\rangle=\langle\nabla^2s/E^2\rangle$. Collecting terms, with $\tfrac18-\tfrac1{16}=\tfrac1{16}$,

$$\langle\operatorname{tr}g\rangle=\left\langle\frac{\tfrac14b^2s+\tfrac1{16}\nabla^2s}{E^2}\right\rangle=\frac{b^2}{16}\left\langle\frac{4s-3s+9t^2}{s+m^2}\right\rangle=\frac{b^2}{16}\left[1+(9-\mu)G\right],\tag{6}$$

where $\mu=m^2/t^2$, $G=t^2\langle1/(s+m^2)\rangle$, and $s+9t^2=(s+m^2)+(9t^2-m^2)$ was used. A rotation by $120^\circ$ permutes the bonds and leaves $f$ unchanged. The averaged tensor is invariant under it, so $\langle g_{xy}\rangle=0$ and $\langle g_{xx}\rangle=\langle g_{yy}\rangle$, each half of (6).

For the $x$ average write $\alpha+\beta\cos x=(\alpha-\beta)\sin^2\tfrac x2+(\alpha+\beta)\cos^2\tfrac x2$. Equation (3) gives $\langle1/(\alpha+\beta\cos x)\rangle=(\alpha^2-\beta^2)^{-1/2}$. With $u=4\cos^2y$, $\alpha=\mu+1+u$ and $\beta^2=16\cos^2y=4u$,

$$\alpha^2-\beta^2=u^2+2(\mu-1)u+(\mu+1)^2=\lvert u-u_0\rvert^2,\qquad u_0=1-\mu+2i\sqrt\mu=(1+i\sqrt\mu)^2 .$$

The result depends on $\cos^2y$ only, so the average may be taken over $0<y<\pi/2$ with weight $2/\pi$. There $\lvert du\rvert=8\sin y\cos y\,dy=2\sqrt{u(4-u)}\,dy$, and

$$G=\frac1\pi\int_0^4\frac{du}{\sqrt{u(4-u)}\,\lvert u-u_0\rvert}.$$

Put $u=4w/(1+w)$. Then $du=4\,dw/(1+w)^2$, $\sqrt{u(4-u)}=4\sqrt w/(1+w)$ and $u-u_0=[(4-u_0)w-u_0]/(1+w)$. All factors of $1+w$ cancel, leaving $G=\pi^{-1}\int_0^\infty dw\,w^{-1/2}(A^2w^2-2\gamma ABw+B^2)^{-1/2}$, with

$$B=\lvert u_0\rvert=1+\mu,\qquad A=\lvert4-u_0\rvert=\lvert1-i\sqrt\mu\rvert\,\lvert3+i\sqrt\mu\rvert=\sqrt{(1+\mu)(9+\mu)},$$

$$\gamma AB=\operatorname{Re}[(4-u_0)u_0^*]=4(1-\mu)-(1+\mu)^2=3-6\mu-\mu^2 .$$

Now $w=(B/A)z^2$ gives $dw/\sqrt w=2\sqrt{B/A}\,dz$ and turns the root into $B\sqrt{z^4-2\gamma z^2+1}$. With $z=\tan(\psi/2)$, $dz=\tfrac12(1+z^2)d\psi$ and $\sin\psi=2z/(1+z^2)$, the quartic is $(1+z^2)^2-2(1+\gamma)z^2=(1+z^2)^2(1-\kappa^2\sin^2\psi)$ with $\kappa^2=(1+\gamma)/2$. The $z$ integral becomes $\tfrac12\int_0^\pi d\psi\,(1-\kappa^2\sin^2\psi)^{-1/2}=K(\kappa)$, the complete elliptic integral of the first kind. Hence

$$G=\frac{2K(\kappa)}{\pi\sqrt{AB}},\qquad\kappa'^2\equiv1-\kappa^2=\frac{AB-3+6\mu+\mu^2}{2AB}.\tag{7}$$

For small gap, $AB=3(1+\mu)^{3/2}(1+\mu/9)^{1/2}=3+\tfrac{14}3\mu+O(\mu^2)$, so $\kappa'^2\simeq(\tfrac{14}3+6)\mu/6=16\mu/9$ and $\kappa'\simeq4m/3t$. For $K$, the substitution $z=\tan\psi$ gives $K=\int_0^\infty dz\,[(1+z^2)(1+\kappa'^2z^2)]^{-1/2}$. The map $z\to1/(\kappa'z)$ leaves the integrand times $dz$ unchanged in magnitude and exchanges the ranges below and above $Z=\kappa'^{-1/2}$, so $K$ is twice the integral up to $Z$. There $1-\tfrac12\kappa'^2z^2\le(1+\kappa'^2z^2)^{-1/2}\le1$, so $K$ lies below $2\operatorname{arsinh}Z$ by at most $\kappa'^2\int_0^Zz\,dz=\kappa'/2$. Also $2\operatorname{arsinh}Z=\ln(4/\kappa')+2\ln[(1+\sqrt{1+\kappa'})/2]$, whose last term lies between $0$ and $\kappa'/2$. Therefore $\lvert K-\ln(4/\kappa')\rvert\le\kappa'/2$. The two errors are $-\kappa'/2$ and $+\kappa'/2$ at leading order and cancel; the next term of $z^2/\sqrt{1+z^2}=z-1/2z+\dots$ leaves a remainder of order $\kappa'^2\ln(1/\kappa')$. So $K\to\ln(3t/m)$, and since $\tfrac{b^2}{16}\cdot9\cdot\tfrac2{\pi\sqrt3}=\tfrac{3\sqrt3b^2}{8\pi}=\tfrac{A_c}{4\pi}$,

$$\langle\operatorname{tr}g\rangle=\frac{A_c}{4\pi}\ln\frac{6t}{E_g}+\frac{b^2}{16}+O\!\left(b^2\mu\ln\frac1\mu\right).\tag{8}$$

For $m\gg t$, $G=1/\mu-3/\mu^2+\dots$ because $\langle s\rangle=3t^2$, the bracket in (6) is $9/\mu+3/\mu$, and $\langle\operatorname{tr}g\rangle\to3b^2t^2/4m^2$, which is amplitude $t/2m$ on three neighbours at distance $b$.

Equations (6) and (7) belong to the nearest-neighbour model with point orbitals. A term proportional to the unit matrix leaves $P$ and $g$ unchanged; $2m$ is then the direct gap at $\pm\mathbf K$, which stays the smallest direct gap; the indirect gap can be smaller, and if it closes the lower band is no longer filled. The coefficient $A_c/4\pi$ relies only on two isotropic cones, while the constant in (8) depends on the whole zone.

### (e) Numbers

The parameters are round model values, with $v=0.5$ for the chain and $v=0.375$ for the honeycomb in atomic units. At $E_g=0.02$ hartree ($0.544$ eV), $m=0.01$ hartree and $\mu=0.01$. The chain gives

$$\langle g\rangle=\frac{25\times0.01}{8\times0.01\times\sqrt{0.0001+0.04}}=15.606\ \text{bohr}^2=4.370\ \text{Å}^2,$$

against $av/8E_g=5\times0.5/0.16=15.625$ bohr². For graphene $A=\sqrt{1.01\times9.01}=3.016637$, $B=1.01$, $\sqrt{AB}=1.745510$, and (7) gives $\kappa'^2=0.017544$. A standard elliptic-integral routine gives $K=3.418487$, compared with $\ln(3t/m)=3.401197$. Then $G=2\times3.418487/(\pi\times1.745510)=1.246786$ and, with $b^2/16=0.39062$ bohr²,

$$\langle\operatorname{tr}g\rangle=0.39062\,(1+8.99\times1.246786)=4.769\ \text{bohr}^2=1.335\ \text{Å}^2 .$$

With $A_c=16.238$ bohr² and $A_c/4\pi=1.29218$ bohr², (8) gives $1.29218\times3.401197+0.39062=4.786$ bohr². The same formulas give the table, in bohr².

| $E_g$ (Ha) | chain (4) | $av/8E_g$ | graphene (6) | limit (8) |
|---|---|---|---|---|
| 0.2 | 1.398 | 1.5625 | 1.522 | 1.810 |
| 0.02 | 15.606 | 15.625 | 4.769 | 4.786 |
| 0.002 | 156.248 | 156.250 | 7.7606 | 7.7609 |
| 0.0002 | 1562.500 | 1562.500 | 10.7363 | 10.7363 |

Once $m\ll t$, each decade of gap multiplies the chain value by ten and adds $A_c\ln10/4\pi=2.975$ bohr² to graphene. At the smallest gap, $5.4$ meV, the best chain Wannier function has root-mean-square width $39.5$ bohr. The square root of the graphene value is $3.28$ bohr, a little over one bond, and this is only a lower bound on the width of its Wannier functions.

## Variation 1: a dimerized chain

Take $m=0$, $B$ at distance $\tau$ from $A$, hopping $t_1$ over the length $\tau$ and $t_2$ over $a-\tau$ (the SSH chain). Find $\langle g\rangle$.

Up to an irrelevant overall sign, $h=t_1e^{ik\tau}+t_2e^{-ik(a-\tau)}$. The minimum of $\lvert h\rvert$ is $\lvert t_1-t_2\rvert$, at $ka=\pi$, so $E_g=2\lvert t_1-t_2\rvert$. With $\theta=\pi/2$, (2) gives $g=\tfrac14(\partial_k\arg h)^2$. For $r=t_2/t_1<1$, $\arg h=k\tau+\operatorname{Im}\ln(1+re^{-ika})$. The series of the logarithm gives $\operatorname{Im}\ln=\sum_{n\ge1}(-r)^n\sin(nka)/n$, so $\partial_k\arg h=\tau+a\sum_n(-r)^n\cos nka$. The cosines are orthogonal with mean zero and mean square $\tfrac12$, and $\sum_nr^{2n}=r^2/(1-r^2)$. For $t_2>t_1$ one factors out $t_2e^{-ik(a-\tau)}$ instead. In both cases

$$\langle g\rangle=\frac14\left[\ell^2+\frac{a^2t_<^2}{2(t_>^2-t_<^2)}\right],$$

with $\ell$ the length of the stronger bond. For $t_<=0$ this is $\ell^2/4$, the spread of an isolated dimer. With $\bar t=(t_1+t_2)/2$ and $\delta=t_>-t_<=E_g/2$, one has $t_<=\bar t-\delta/2$ and $t_>^2-t_<^2=2\bar t\delta$, so

$$\langle g\rangle=\frac{a\,(\bar ta)}{8E_g}+\frac{\ell^2}4-\frac{a^2}{16}+\frac{a^2\delta}{64\bar t}.$$

The divergent term equals that of the ionic chain with $v=\bar ta$, and the site positions enter only the finite part. For $t_1=0.105$, $t_2=0.095$ hartree and $a=5$ bohr, $av/8E_g=15.625$ bohr². Placing both sites at one point, $\tau=0$, gives $14.102$ bohr². Equal spacing, $\tau=2.5$ bohr, gives $15.664$ bohr², closer to the limit because $\ell^2/4$ then cancels $a^2/16$.

## Variation 2: a quadratic touching

Take $\mathbf d=(t(1-\cos ka),0,m)$. Find the power with which $\langle g\rangle$ diverges.

As in (b), $g=\tfrac14h'^2m^2/E^4$. Near $k=0$, $h\simeq ck^2$ with $c=ta^2/2$, so $g\simeq c^2k^2m^2/(m^2+c^2k^4)^2$. Setting $k=\sqrt{m/c}\,z$ gives $g=(c/m)\,z^2/(1+z^4)^2$ and

$$\langle g\rangle\simeq\frac a{2\pi}\sqrt{\frac cm}\int_{-\infty}^\infty\frac{z^2\,dz}{(1+z^4)^2}.$$

The integral converges to a pure number, and the rest of the zone contributes of order $m^2$ times an integrand bounded away from $k=0$, so $\langle g\rangle\propto E_g^{-1/2}$. Central differences of the numerically diagonalized projector, summed over 60000 $k$ points at $m/t=10^{-4}$ and $10^{-6}$, give the exponent $-0.5000$. The turning of $\mathbf n$ now occupies a range $\sqrt{m/c}$ in place of $m/v$, and when $\mathbf n$ turns through a finite angle, as it does here, $\langle g\rangle$ in one dimension scales as the inverse of that range. The $1/E_g$ law is therefore a property of a linear closing, not of every closing of a one-dimensional gap.

Numbers in the example were calculated in double precision.
